# Interface Resistance from Electron-Phonon Nonequilibrium in a Metal

## 1. The added resistance of a thick metal

Let a thermal resistance $R$, a temperature drop divided by a heat flux, depend on two properties of a metal: the conductivity $\kappa_p$ of its phonons and the coupling $G$, the power per volume and per unit temperature difference that passes from electrons to phonons. Write $C$ for the dimension of power divided by temperature and $\Lambda$ for that of length. Then

$$[\kappa_p]=C\Lambda^{-1},\qquad [G]=C\Lambda^{-3},\qquad [R]=C^{-1}\Lambda^{2}. \tag{1}$$

If $R\propto G^{s}\kappa_p^{t}$, equating the powers of $C$ gives $s+t=-1$, and equating those of $\Lambda$ gives $-3s-t=2$. Adding the two equations gives $-2s=1$, so $s=-\tfrac12$ and $t=-\tfrac12$. The combination with the right dimension is therefore $1/\sqrt{G\kappa_p}$, with both quantities under the root.

The electrons also have a conductivity, $\kappa_e$. It introduces a dimensionless ratio, and the dimensional argument then allows

$$R=\frac{1}{\sqrt{G\kappa_p}}\,f\!\left(\frac{\kappa_e}{\kappa_p}\right). \tag{2}$$

Dimensions do not fix $f$. In particular, they do not show that $f$ approaches a finite number when $\kappa_e\gg\kappa_p$, or that this number is one. Both facts have to come from the heat balance. Equation (2) also presupposes that no other length enters, so the metal must be thick, and that $R$ does not depend on the flux, so the response must be linear.

### Geometry and assumptions

The metal fills $-L<x<0$, and a nonmetal begins at $x=0$. A steady heat flux $q$, counted positive toward $+x$, passes from the metal into the nonmetal. No charge current flows, and no heat source acts inside the metal. Electrons and phonons have separate local temperatures $T_e(x)$ and $T_p(x)$. Each group conducts diffusively, and $\kappa_e$, $\kappa_p$ and $G$ are constants, which requires temperature differences small enough for these coefficients to vary little.

At the interface the electrons are blocked: they cannot enter the nonmetal, and they do not pass energy directly to its vibrations. The phonons cross against an interface resistance $R_{pp}$. If $T_s$ is the temperature of the nonmetal at its surface, then

$$T_p(0)-T_s=qR_{pp}. \tag{3}$$

The algebra uses units in which $\hbar=k_B=1$, so temperature is measured as an energy. Power divided by temperature then has the dimension of energy. Numbers are given in eV and Å: conductivities in eV/Å, $G$ in eV/Å$^3$, fluxes in eV$^2$/Å$^2$ and resistances in Å$^2$/eV.

### Heat balance and the mean temperature

The electron heat flux is $-\kappa_eT_e'$, where a prime means $d/dx$. In a thin slice, the heat that enters with the electrons minus the heat that leaves with them is $\kappa_eT_e''$ per volume. In the steady state this surplus goes to the phonons. The phonons receive what the electrons lose, so

$$\kappa_eT_e''=G(T_e-T_p),\qquad \kappa_pT_p''=-G(T_e-T_p). \tag{4}$$

The exchange terms cancel in the sum. Hence $\kappa_eT_e'+\kappa_pT_p'$ is constant, and since the total flux is $q$, the constant is $-q$:

$$\kappa_eT_e'+\kappa_pT_p'=-q. \tag{5}$$

Define the total conductivity, the electrons' share of it, and the conductivity-weighted mean temperature:

$$\kappa=\kappa_e+\kappa_p,\qquad \alpha=\frac{\kappa_e}{\kappa},\qquad \bar T=\alpha T_e+(1-\alpha)T_p. \tag{6}$$

Dividing (5) by $\kappa$ gives

$$\bar T'=-\frac{q}{\kappa}. \tag{7}$$

The mean temperature is a straight line up to the interface, with the slope of a metal in which electrons and phonons are in equilibrium. This holds however far apart $T_e$ and $T_p$ are.

Let $\theta=T_e-T_p$. Inserting $T_p=T_e-\theta$ into (6) gives $\bar T=T_e-(1-\alpha)\theta$, and inserting $T_e=T_p+\theta$ gives $\bar T=T_p+\alpha\theta$. Therefore

$$T_e=\bar T+(1-\alpha)\theta,\qquad T_p=\bar T-\alpha\theta. \tag{8}$$

When electrons dominate the conduction, $\alpha$ is close to one. The electron temperature then stays near the straight line, and the phonon temperature makes most of the departure.

### The relaxation length

Divide the first equation in (4) by $\kappa_e$ and the second by $\kappa_p$, and subtract:

$$\theta''=G\left(\frac1{\kappa_e}+\frac1{\kappa_p}\right)\theta. \tag{9}$$

The sum of reciprocals is $\kappa/(\kappa_e\kappa_p)$. With the reduced conductivity

$$\kappa_r=\frac{\kappa_e\kappa_p}{\kappa}=\alpha\kappa_p=(1-\alpha)\kappa_e, \tag{10}$$

equation (9) becomes

$$\theta''=\frac{\theta}{l^2},\qquad l=\sqrt{\frac{\kappa_r}{G}}=\sqrt{\frac{\alpha\kappa_p}{G}}. \tag{11}$$

The length $l$ is the distance over which a temperature difference between the two groups decays. A stronger coupling shortens it. The less conductive group controls it: for $\kappa_e\gg\kappa_p$ one has $\alpha\to1$ and $l\to\sqrt{\kappa_p/G}$.

The general solution of (11) is $\theta=Ae^{x/l}+Be^{-x/l}$. Take a thick metal, $L\gg l$, with electrons and phonons in equilibrium far from the interface. As $x\to-\infty$ the second term grows without bound, so $B=0$. Writing $\theta_0$ for the value of $\theta$ at the interface,

$$\theta(x)=\theta_0e^{x/l},\qquad x\le0. \tag{12}$$

### The blocked electrons set the amplitude

Since electrons carry no heat through the interface, $T_e'(0)=0$. Differentiating the first equation in (8) and using (7) and (12) gives

$$T_e'(x)=-\frac q\kappa+(1-\alpha)\frac{\theta_0}{l}e^{x/l}. \tag{13}$$

At $x=0$ this must vanish. Because $1-\alpha=\kappa_p/\kappa$, the condition reads $q/\kappa=\kappa_p\theta_0/(\kappa l)$, and hence

$$\theta_0=\frac{ql}{\kappa_p}. \tag{14}$$

For $q>0$ the electrons are hotter than the phonons at the interface. The reason can be read from the fluxes. Far inside the metal the phonons carry the fraction $1-\alpha$ of the heat, but at $x=0$ they must carry all of it. The difference has to be transferred from electrons to phonons, and that transfer requires $T_e>T_p$. If $q$ is reversed, all temperature differences change sign and the resistance is unchanged.

### What is meant by added resistance

Two temperatures exist at the metal's surface, so "the temperature drop at the interface" needs a definition. Far from the interface, $\theta$ has decayed and both temperatures lie on the line $\bar T$. Extrapolating this line to $x=0$ gives $\bar T(0)$, the surface temperature that a metal in equilibrium would have for the same far temperature and flux. The added resistance is the part of the drop that lies between this value and the actual phonon temperature:

$$R=\frac{\bar T(0)-T_p(0)}{q}. \tag{15}$$

By (8) the numerator is $\alpha\theta_0$. With (14),

$$R=\frac{\alpha l}{\kappa_p}. \tag{16}$$

Inserting $l=\sqrt{\alpha\kappa_p/G}$ gives

$$R=\frac{\alpha}{\kappa_p}\sqrt{\frac{\alpha\kappa_p}{G}}
=\frac{\alpha^{3/2}}{\sqrt{G\kappa_p}}
=\left(\frac{\kappa_e}{\kappa_e+\kappa_p}\right)^{3/2}\frac1{\sqrt{G\kappa_p}}. \tag{17}$$

This determines the function left open in (2). One factor $\alpha$ comes from the departure of $T_p$ from the mean line, and the factor $\alpha^{1/2}$ comes from the relaxation length.

The total drop from the extrapolated line to the nonmetal follows from (3) and (15):

$$\bar T(0)-T_s=[\bar T(0)-T_p(0)]+[T_p(0)-T_s]=q(R+R_{pp}). \tag{18}$$

The two resistances add in series. The amplitude (14) contains the flux but not $R_{pp}$, because all the heat leaves through the phonons whatever the height of their barrier. The series sum rests on that property, and it is lost when electrons have their own way across.

The definition (15) should be distinguished from the difference between the two surface temperatures. That difference is $\theta_0=qR/\alpha$, which exceeds $qR$. The excess is $(1-\alpha)\theta_0$, the height of $T_e(0)$ above the extrapolated line.

### Highly conductive electrons

For $\kappa_e\gg\kappa_p$, $\alpha\to1$ and

$$R\to R_0=\frac1{\sqrt{G\kappa_p}}. \tag{19}$$

To find the error at a finite ratio, write $\varepsilon=\kappa_p/\kappa_e$. Then $\alpha=1/(1+\varepsilon)$, and the binomial expansion gives

$$\frac{R}{R_0}=(1+\varepsilon)^{-3/2}=1-\frac32\varepsilon+\frac{15}{8}\varepsilon^2-\cdots . \tag{20}$$

Since $(1+\varepsilon)^{-3/2}<1$ for $\varepsilon>0$, $R_0$ is an upper bound on the added resistance (17). The overestimate relative to $R$ is $(1+\varepsilon)^{3/2}-1$, about 3 percent for $\kappa_e/\kappa_p=50$. At a ratio of 10, $R/R_0$ is 0.867, and at equal conductivities it is $2^{-3/2}=0.354$.

In the opposite regime, $\kappa_e\ll\kappa_p$, one has $\alpha\approx\kappa_e/\kappa_p$ and $R\approx(\kappa_e/\kappa_p)^{3/2}R_0$. The added resistance then disappears, because the phonons already carry nearly all the heat and little has to be redirected.

The limit (19) can also be found from the phonon equation alone, once the electron temperature is known to be nearly uniform near the interface. By (13) and (14), $T_e'=-(q/\kappa)(1-e^{x/l})$, so $|T_e'|\le q/\kappa$. Over one relaxation length $T_e$ changes by less than $ql/\kappa$, which is the fraction $\kappa_p/\kappa$ of $\theta_0$. For $\kappa_e\gg\kappa_p$ the electrons thus act as a bath of uniform temperature for the phonons near the interface. With $T_e$ constant, $T_p''=-\theta''$, and the second equation in (4) becomes $\kappa_p\theta''=G\theta$. Its decaying solution has the length $l_0=\sqrt{\kappa_p/G}$. The phonon flux at the interface is $-\kappa_pT_p'(0)=\kappa_p\theta_0/l_0$, and this equals $q$. Therefore

$$R_0=\frac{\theta_0}{q}=\frac{l_0}{\kappa_p}=\frac1{\sqrt{G\kappa_p}}. \tag{21}$$

The added resistance equals that of a layer of thickness $l_0$ that conducts through phonons alone. No sharp layer exists, since the phonon flux rises smoothly toward the interface, but the comparison explains why a large $\kappa_e$ does not remove the resistance. Good electron conduction brings the heat to the neighborhood of the interface, and the last stretch still has to be covered by phonons.

It also explains the square root. If phonons had to cross a layer of fixed thickness, the resistance would vary as $1/\kappa_p$. Here a larger $\kappa_p$ lengthens the layer in proportion to $\sqrt{\kappa_p}$, so $R_0$ falls as $1/\sqrt{\kappa_p}$. A larger $G$ shortens the layer. Quadrupling $G$ at fixed conductivities halves $R$, and a small relative error in $G$ produces a relative error half as large, and of opposite sign, in $R$.

## 2. Lattice heating, thin films and limits of the result

The first half considered a metal in $-L<x<0$ that carries a heat flux $q$ toward a nonmetal at $x=0$. The conductivities of electrons and phonons are $\kappa_e$ and $\kappa_p$, their sum is $\kappa$, and $\alpha=\kappa_e/\kappa$. The coupling per volume is $G$, the reduced conductivity is $\kappa_r=\alpha\kappa_p$, and $l=\sqrt{\kappa_r/G}$ is the relaxation length. The difference $\theta=T_e-T_p$ obeys $\theta''=\theta/l^2$, while the weighted mean $\bar T$ has slope $-q/\kappa$. With electrons blocked at the interface and $L\gg l$, $\theta=(ql/\kappa_p)e^{x/l}$. The added resistance is $R=\alpha l/\kappa_p=\alpha^{3/2}R_0$ with $R_0=1/\sqrt{G\kappa_p}$, in series with the phonon interface resistance $R_{pp}$.

### Where the lattice is heated

The power per volume delivered to the phonons is $G\theta$. It is a transfer between two groups of carriers, not a creation of energy. In the thick metal its integral is

$$\int_{-\infty}^{0}G\theta\,dx=G\,\frac{ql}{\kappa_p}\,l=\frac{q}{\kappa_p}\,Gl^2=\frac{q\kappa_r}{\kappa_p}=\alpha q. \tag{22}$$

The third step uses $Gl^2=\kappa_r$. The result $\alpha q$ is the flux carried by electrons deep in the metal, and all of it is handed to the lattice before the interface.

The part delivered within a distance $d$ of the interface, as a fraction of the total, is

$$\frac{\int_{-d}^{0}e^{x/l}dx}{\int_{-\infty}^{0}e^{x/l}dx}=1-e^{-d/l}. \tag{23}$$

For $d=l$ this is 0.632. The lattice is thus heated mainly in a layer a few relaxation lengths deep, even though no source acts there. The heating does not make the phonons hotter than the electrons. It supplies the extra phonon flux that the interface demands.

### Conduction and exchange contribute equally in a thick metal

The added resistance can be traced to two irreversible processes. Multiply the first equation in (4) by $T_e$ and the second by $T_p$, and add:

$$\kappa_eT_eT_e''+\kappa_pT_pT_p''=G\theta(T_e-T_p)=G\theta^2. \tag{24}$$

Integrate over the metal, using $TT''=(TT')'-T'^2$:

$$\Big[\kappa_eT_eT_e'+\kappa_pT_pT_p'\Big]_{-L}^{0}
=\int_{-L}^{0}\left(\kappa_eT_e'^2+\kappa_pT_p'^2+G\theta^2\right)dx. \tag{25}$$

At $x=0$, $T_e'=0$ and $\kappa_pT_p'=-q$, so the bracket equals $-qT_p(0)$. At $x=-L$ both groups have one temperature $T_h$, and by (5) the bracket equals $-qT_h$. The left side is therefore $q[T_h-T_p(0)]$. The mean line drops by $qL/\kappa$ across the metal, and the added drop is $qR$, so the left side is also $q^2(L/\kappa+R)$.

On the right, insert $T_e'=\bar T'+(1-\alpha)\theta'$ and $T_p'=\bar T'-\alpha\theta'$. The coefficient of the cross term $2\bar T'\theta'$ is $\kappa_e(1-\alpha)-\kappa_p\alpha=\kappa_r-\kappa_r=0$. The coefficient of $\theta'^2$ is

$$\kappa_e(1-\alpha)^2+\kappa_p\alpha^2=\kappa_r(1-\alpha)+\kappa_r\alpha=\kappa_r. \tag{26}$$

The remaining term $\kappa\bar T'^2=q^2/\kappa$ integrates to $q^2L/\kappa$ and cancels the same term on the left. What remains is

$$q^2R=\int_{-L}^{0}\left(\kappa_r\theta'^2+G\theta^2\right)dx. \tag{27}$$

For the thick metal $\theta'=\theta/l$, and $\kappa_r/l^2=G$. The two terms are then equal at every point. Half of $R$ comes from conduction that departs from the equilibrium pattern, and half from the exchange of heat between groups at different temperatures. The equal split rests on the pure exponential. In the film treated next, the two terms vary as $\cosh^2$ and $\sinh^2$ of $(x+L)/l$, so conduction supplies the larger part.

The integrand has a thermodynamic meaning. Heat conduction in one group produces entropy at the rate $\kappa_iT_i'^2/T_i^2$ per volume, and the exchange produces $G\theta(1/T_p-1/T_e)=G\theta^2/(T_eT_p)$. When all temperature differences are small compared with the temperature $T$ itself, dividing (27) by $T^2$ gives the added entropy production per area.

### A film of finite thickness

Let electrons and phonons be held at the same temperature at $x=-L$, so that $\theta(-L)=0$. The solution of $\theta''=\theta/l^2$ with this property is

$$\theta=\theta_0\,\frac{\sinh[(x+L)/l]}{\sinh(L/l)},\qquad \theta'(0)=\frac{\theta_0}{l}\coth\frac Ll. \tag{28}$$

The condition $T_e'(0)=0$ still requires $\theta'(0)=q/\kappa_p$, so $\theta_0=(ql/\kappa_p)\tanh(L/l)$. The added drop remains $\alpha\theta_0$, and

$$R(L)=R\tanh\frac Ll. \tag{29}$$

The thick-metal value is reached within 1 percent when $L$ exceeds about $2.65\,l$. In the opposite limit, $L\ll l$, $\tanh(L/l)\approx L/l$ and $R(L)\approx\alpha L/\kappa_p$. Adding the equilibrium resistance of the film gives

$$\frac L\kappa+\frac{\alpha L}{\kappa_p}=\frac{L}{\kappa}\left(1+\frac{\kappa_e}{\kappa_p}\right)=\frac{L}{\kappa_p}. \tag{30}$$

With both groups held at one temperature at $x=-L$, a very thin film conducts as if it had no electrons, since they have no room to pass on their heat. The coupling $G$ then drops out at this order. Both statements depend on that far-side condition.

The heat handed to the lattice follows from integrating the electron balance. Since $T_e'(0)=0$, it equals the electron flux that enters at $x=-L$:

$$\int_{-L}^{0}G\theta\,dx=-\kappa_eT_e'(-L)=\alpha q-\kappa_r\theta'(-L). \tag{31}$$

From (28), $\theta'(-L)=\theta_0/[l\sinh(L/l)]=q/[\kappa_p\cosh(L/l)]$. With $\kappa_r/\kappa_p=\alpha$,

$$\int_{-L}^{0}G\theta\,dx=\alpha q\left[1-\frac1{\cosh(L/l)}\right]. \tag{32}$$

These formulas depend on the condition at the far side. In a thick metal, a heater that acts on electrons alone would create a second region of nonequilibrium there, with a temperature drop of its own. In a thin film such a heater reverses the conclusion drawn from (30). The electron flux must fall from $q$ to zero across the film, so $\int G\theta\,dx=q$, and for $L\ll l$ this gives $\theta\approx q/(GL)$. The resistance between the electrons and the phonons at the interface is then about $1/(GL)$. It grows as the film thins and depends on $G$ more strongly than (17) does.

### When electrons can also cross

Suppose that the electrons lose heat directly to the nonmetal through a resistance $R_{es}$, and let $J$ be this flux. For a thick metal $\theta'(0)=\theta_0/l$, and the electron flux at the interface is

$$J=-\kappa_eT_e'(0)=\alpha q-\frac{\kappa_r\theta_0}{l},
\qquad\text{so}\qquad \theta_0=\rho(\alpha q-J),\quad \rho=\frac{l}{\kappa_r}. \tag{33}$$

In this notation $R=\alpha^2\rho$. The surface temperatures satisfy $T_e(0)-T_s=JR_{es}$ and $T_p(0)-T_s=(q-J)R_{pp}$. Their difference is $\theta_0$:

$$JR_{es}-(q-J)R_{pp}=\rho(\alpha q-J)
\quad\Rightarrow\quad
J=q\,\frac{R_{pp}+\alpha\rho}{R_{es}+R_{pp}+\rho}. \tag{34}$$

The extrapolated drop is $\bar T(0)-T_s=(q-J)R_{pp}+\alpha\theta_0$. Inserting (33), collecting the terms in $J$, dividing by $q$ and using (34) gives

$$R_{\rm tot}=R+R_{pp}-\frac{(R_{pp}+\alpha\rho)^2}{R_{es}+R_{pp}+\rho}. \tag{35}$$

The last term is positive for any finite $R_{es}$, so a direct electron channel lowers the total, and $R+R_{pp}$ is recovered as $R_{es}\to\infty$. For $\kappa_e\gg\kappa_p$, $\alpha\to1$ and $\rho\to R$. With $S=R+R_{pp}$, (35) becomes $S-S^2/(R_{es}+S)=SR_{es}/(R_{es}+S)$, two parallel paths. At finite $\kappa_e/\kappa_p$ this parallel rule is an approximation.

The nonequilibrium can even vanish. By (33), $\theta_0=0$ when $J=\alpha q$, and equal surface temperatures then require $\alpha R_{es}=(1-\alpha)R_{pp}$, or $\kappa_eR_{es}=\kappa_pR_{pp}$. The interface then divides the heat between the groups as the bulk does, and nothing has to be exchanged.

### Worked example

Take the round model parameters $\kappa_e=1$ eV/Å, $\kappa_p=0.02$ eV/Å, $G=2\times10^{-6}$ eV/Å$^3$, $R_{pp}=10^4$ Å$^2$/eV and $q=10^{-7}$ eV$^2$/Å$^2$, with a metal 1000 Å thick. Then $\alpha=1/1.02=0.9804$, and

$$l=\sqrt{\frac{0.9804\times0.02}{2\times10^{-6}}}\ \text{Å}=99.0\ \text{Å}. \tag{36}$$

The thickness is about ten relaxation lengths, so the thick-metal formulas apply. The simple law gives

$$R_0=\frac1{\sqrt{2\times10^{-6}\times0.02}}=\frac1{2\times10^{-4}}=5000\ \text{Å}^2/\text{eV}, \tag{37}$$

and the full formula gives $R=0.9804^{3/2}\times5000=4854$ Å$^2$/eV. The simple law is 3.0 percent above the full one. With $R_{pp}$ the sum is $1.485\times10^4$ Å$^2$/eV, of which nonequilibrium supplies about a third.

One Å$^2$/eV corresponds to $\hbar$ Å$^2$/(eV $k_B$) $=4.767\times10^{-13}$ m$^2$K/W. Hence $R_0=2.38\times10^{-9}$ and $R=2.31\times10^{-9}$ m$^2$K/W. The added drop is $qR=10^{-7}\times4854=4.85\times10^{-4}$ eV, or 5.6 K. The surface difference is slightly larger, $\theta_0=10^{-7}\times99.0/0.02=4.95\times10^{-4}$ eV.

For a film of 100 Å, $\tanh(L/l)=0.766$, and the added resistance falls to $0.766\times4854\approx3.72\times10^3$ Å$^2$/eV. The heat handed to the lattice falls by a larger factor, from $0.98q$ to $0.35q$, as (32) gives. By (31) this is also the heat that enters the film through its electrons.

Now open an electron channel with $R_{es}=10^4$ Å$^2$/eV in the thick metal. Here $\rho=99.0/0.0196=5.05\times10^3$ Å$^2$/eV and $\alpha\rho=4.95\times10^3$ Å$^2$/eV. In units of $10^3$ Å$^2$/eV, (35) gives

$$R_{\rm tot}=14.85-\frac{(10+4.95)^2}{10+10+5.05}=14.85-8.92=5.93. \tag{38}$$

The parallel rule gives 5.98, which is 0.8 percent above this value.

The numerical output below comes from solving the two heat balances on a grid, without the exponential solution. Tests at several values of $G$ and of the conductivities, including $\kappa_e<\kappa_p$, confirm (17) within 0.1 percent. The first-order coefficient is found as 1.494, whereas (20) through second order gives 1.498 at the ratio 1000 used. The discrepancy amounts to 4 parts per million of $R$, far below the 0.1 percent tolerance of the tests.

### Conditions on the use of the formula

Agreement with the grid solution confirms the algebra, not the physical model. Diffusive conduction requires $l$ to be long compared with the mean free paths of the carriers. In SI units the parameters of the example are $\kappa_e=210$ W/(m K), $\kappa_p=4.2$ W/(m K) and $G=4.2\times10^{16}$ W/(m$^3$K). For free electrons of density $n$, mass $m$ and scattering time $\tau$, $\kappa_e=\pi^2nk_B^2T\tau/(3m)$. With $n=5.9\times10^{28}$ m$^{-3}$ and $T=300$ K, the mean free path, $\tau$ times the Fermi velocity, is about 240 Å. This is longer than $l=99$ Å and longer than the film of 100 Å. For such a metal the condition is not met by the electrons, and the example illustrates the model rather than predicting a measured value. Where the condition fails, Fourier's law is not justified for the carriers concerned, and a transport equation is needed to establish how much $R$ changes.

A single phonon temperature is a further restriction. If electrons heat some vibrations much more strongly than others, and these equilibrate slowly among themselves, one coupling $G$ and one conductivity $\kappa_p$ no longer describe the lattice. Within the two-temperature model, the simple law $1/\sqrt{G\kappa_p}$ requires $\kappa_e\gg\kappa_p$, $L\gg l$ and an electron channel at the interface that is effectively closed. By (35), the last condition means that $(R_{pp}+\alpha\rho)^2/(R_{es}+R_{pp}+\rho)$ must be small compared with $R$ itself, if the added resistance is to be read from a measured total.

## Values computed for the example and the checks

```
INPUTS (model parameters)
electron conductivity ke = 1.00 eV/A
phonon conductivity kp = 0.02 eV/A
coupling G = 2.0e-06 eV/A^3
interface phonon resistance Rpp = 10000 A^2/eV
heat flux q = 1.0e-07 eV^2/A^2
thick metal L = 1000 A, thin film L = 100 A
THICK METAL
relaxation length l, formula = 99.01 A
relaxation length l, network = 99.01 A
simple law 1/sqrt(G kp) = 5000.0 A^2/eV
full formula R = 4853.7 A^2/eV
network R from total flux = 4853.7 A^2/eV
network R from extrapolation = 4853.9 A^2/eV
network R with Rpp = 0: 4853.7 A^2/eV
simple law exceeds full formula by 3.01 percent
R + Rpp = 14853.7 A^2/eV
Te - Tp at interface, formula = 4.951e-04 eV
Te - Tp at interface, network = 4.951e-04 eV
added temperature drop q R = 4.854e-04 eV
RATIO SWEEP: ke/kp, R sqrt(G kp) from network, from formula
      0.5  0.1925  0.1925
      1.0  0.3536  0.3536
     10.0  0.8668  0.8668
     50.0  0.9707  0.9707
   1000.0  0.9985  0.9985
first-order coefficient, network = 1.494
HEATING OF THE LATTICE AND DISSIPATION
heat handed over / q, network = 0.9803
ke/(ke+kp) = 0.9804
fraction handed over within l = 0.632
conduction part of R = 2426.9 A^2/eV
exchange part of R = 2426.8 A^2/eV
THIN FILM
tanh(L/l) = 0.7657
added resistance, formula = 3716.7 A^2/eV
added resistance, network = 3716.7 A^2/eV
heat handed over / q, network = 0.3499
ELECTRON CHANNEL ACROSS THE INTERFACE
electron interface resistance = 10000 A^2/eV
total, channel closed = 14853.7 A^2/eV
total, channel open = 5930.4 A^2/eV
naive parallel sum = 5976.4 A^2/eV
CONVERSIONS
1 A^2/eV = 4.7674e-13 m^2 K/W
simple law = 2.384e-09 m^2 K/W
full formula R = 2.314e-09 m^2 K/W
added temperature drop q R = 5.63 K
```
